# Thermodynamic length and the optimal spacing of coupling steps

A free-energy difference between a cheap reference potential and a first-principles one is computed by coupling the two through a parameter $\lambda$ and running molecular dynamics at a series of intermediate values. The budget of force evaluations is fixed, and one must decide where to put the values of $\lambda$ and how long to sample at each. Even spacing in $\lambda$ is the simplest choice, but it depends on how the path happens to be parametrized. The criterion derived here is even spacing in thermodynamic length, whose metric is the variance of $\partial U/\partial\lambda$. It follows from minimizing a statistical error, and again from minimizing dissipated work.

## The path and its metric

The nuclei are classical and sampled canonically at $\beta=1/kT$. Algebra is in atomic units, with temperature entering as the energy $kT$. The path is a fixed linear coupling,
$$U_\lambda=U_0+\lambda X,\qquad X=U_1-U_0,\qquad 0\le\lambda\le1,$$
so that $\partial U_\lambda/\partial\lambda=X$. The momenta do not depend on $\lambda$ and cancel from free-energy differences. With $Z=\int e^{-\beta U_\lambda}dx$, $p_\lambda=e^{-\beta U_\lambda}/Z$ and $F=-kT\ln Z$,
$$F'=-\frac{kT}{Z}\int(-\beta X)e^{-\beta U_\lambda}dx=\langle X\rangle_\lambda .$$
In the second derivative, $\lambda$ acts on both the Boltzmann factor and $1/Z$:
$$F''=-\beta\langle X^2\rangle_\lambda+\beta\langle X\rangle_\lambda^2=-\beta\sigma^2(\lambda),\qquad \sigma^2=\mathrm{Var}_\lambda(X). \tag{1}$$
I assume that $\sigma$ is finite, positive and smooth in $\lambda$.

The same variance measures how fast the distribution changes. Since $\partial_\lambda\ln p_\lambda=-\beta(X-\langle X\rangle_\lambda)$, the Fisher information is
$$g(\lambda)=\langle(\partial_\lambda\ln p_\lambda)^2\rangle=\beta^2\sigma^2 .$$
Taking $g$ as a metric gives the dimensionless length
$$L=\int_0^1\sqrt{g}\,d\lambda=\beta\int_0^1\sigma\,d\lambda. \tag{2}$$
If the path is relabelled by an increasing function $\lambda(\mu)$, then $\partial U/\partial\mu=X\,d\lambda/d\mu$. Its standard deviation is $\sigma\,d\lambda/d\mu$, and $\sigma\,d\lambda$ is unchanged. Length therefore belongs to the path and not to its label.

## First derivation: the variance of thermodynamic integration

From $F'=\langle X\rangle$, $\Delta F=\int_0^1\langle X\rangle_\lambda d\lambda$. Divide the interval into windows of width $\Delta_k$, draw $n_k$ independent samples at the midpoint of each, and form
$$\widehat{\Delta F}=\sum_k\Delta_k\bar X_k .$$
The average $\bar X_k$ has variance $\sigma_k^2/n_k$, and different windows are independent, so
$$\mathrm{Var}(\widehat{\Delta F})=\sum_k\frac{\Delta_k^2\sigma_k^2}{n_k},\qquad \sum_k n_k=N. \tag{3}$$
To minimize over the $n_k$, write $\Delta_k\sigma_k=(\Delta_k\sigma_k/\sqrt{n_k})\sqrt{n_k}$ and apply the Cauchy–Schwarz inequality:
$$\Big(\sum_k\Delta_k\sigma_k\Big)^2\le\Big(\sum_k\frac{\Delta_k^2\sigma_k^2}{n_k}\Big)\Big(\sum_kn_k\Big).$$
Hence the variance is at least $(\sum_k\Delta_k\sigma_k)^2/N$. Equality requires the two factors to be proportional, $\Delta_k\sigma_k/\sqrt{n_k}\propto\sqrt{n_k}$, that is, $n_k\propto\Delta_k\sigma_k$. For fine windows $\beta\sigma_k\Delta_k$ is the length of window $k$ and $\sum_k\Delta_k\sigma_k\to L/\beta$, so that
$$\mathrm{Var}_{\min}=\frac{L^2}{\beta^2N}. \tag{4}$$
The optimum has equal numbers of samples per unit length. If every window receives the same number, the windows must have equal length.

For comparison, uniform windows with equal $n_k$ give $\int\sigma^2d\lambda/N$. By (1), $\sigma^2=-kT\,d\langle X\rangle/d\lambda$, so
$$\mathrm{Var}_{\rm uniform}=\frac{kT}{N}\big(\langle X\rangle_0-\langle X\rangle_1\big). \tag{5}$$
The penalty for even spacing in $\lambda$ can thus be estimated from the mean coupling energies at the two ends, once $L$ is known.

Equation (3) describes random error. Replacing the integral by a midpoint sum adds a systematic error, which more samples do not reduce and which must be checked by refining the windows.

## Second derivation: the dissipation of a staged switch

Now no integral is estimated. The system is carried from $\lambda=0$ to $1$ in $K$ sudden switches, and it re-equilibrates fully after each. A switch from $a$ to $b$ happens at fixed coordinates and costs the work $(b-a)X$. Its mean dissipated work is
$$w_{a\to b}=(b-a)\langle X\rangle_a-[F(b)-F(a)]. \tag{6}$$
This measures how far apart the two distributions are, though not symmetrically. From the definition of $p_\lambda$,
$$\ln\frac{p_a}{p_b}=\beta(b-a)X+\ln\frac{Z_b}{Z_a}=\beta(b-a)X-\beta[F(b)-F(a)],$$
and averaging over $p_a$ gives $\beta w_{a\to b}=D(p_a\|p_b)\ge0$, the relative entropy.

Taylor's formula with integral remainder reads
$$F(b)=F(a)+(b-a)F'(a)+\int_a^b(b-\lambda)F''(\lambda)\,d\lambda .$$
Inserted in (6), the linear term cancels the mean work. With $F''=-\beta\sigma^2$,
$$w_{a\to b}=\beta\int_a^b(b-\lambda)\sigma^2(\lambda)\,d\lambda. \tag{7}$$
For a short step $\sigma^2$ is nearly constant and $\int_a^b(b-\lambda)d\lambda=(b-a)^2/2$, so the loss is $\beta\sigma^2(b-a)^2/2$ to leading order.

Describe the ladder by a smooth increasing function $\lambda(s)$ with nodes at $s=i/K$. Each step is $(d\lambda/ds)/K$ to leading order, and the sum over steps becomes $K$ times an integral over $s$:
$$K\,W_{\rm diss}\to\frac{\beta}{2}\int_0^1\sigma^2\Big(\frac{d\lambda}{ds}\Big)^2ds. \tag{8}$$
Cauchy–Schwarz, with the constant function 1 as second factor, gives
$$\frac{L^2}{\beta^2}=\Big(\int_0^1\sigma\frac{d\lambda}{ds}ds\Big)^2\le\int_0^1\sigma^2\Big(\frac{d\lambda}{ds}\Big)^2ds .$$
The limit in (8) is therefore at least $L^2/(2\beta)$. Equality holds if and only if $\beta\sigma\,d\lambda/ds$ is constant. That constant is $L$, because its integral over $s$ is $L$. The optimal nodes are again equally spaced in length, and to leading order in $1/K$
$$W_{\rm diss,min}\simeq\frac{L^2}{2\beta K}. \tag{9}$$

The work fluctuations follow the same rule. The steps are independent, so $\mathrm{Var}(W)=\sum_i\sigma_i^2(\lambda_{i+1}-\lambda_i)^2$. Comparison with the leading-order loss gives $W_{\rm diss}\simeq\beta\,\mathrm{Var}(W)/2$ for fine steps.

### What holds at finite K

Equation (9) is a limit, not a bound on a one-way switch. A bound does exist for the round trip. Exchanging $a$ and $b$ in (7) gives the reverse loss $w_{b\to a}=\beta\int_a^b(\lambda-a)\sigma^2d\lambda$. The weights of the two directions add to $b-a$:
$$w_{a\to b}+w_{b\to a}=\beta(b-a)\int_a^b\sigma^2d\lambda\ge\beta\Big(\int_a^b\sigma\,d\lambda\Big)^2=\frac{\ell^2}{\beta},$$
where $\ell$ is the length of the step. Since $\sum_i\ell_i=L$ implies $\sum_i\ell_i^2\ge L^2/K$, the round trip dissipates at least $L^2/(\beta K)$ for every $K$.

The difference of the two directions is $\beta\int_a^b(a+b-2\lambda)\sigma^2d\lambda$. It is positive when $\sigma$ decreases along the step, because the early part of the step then has the larger variance. Going from large to small $\sigma$ costs more than returning, and the return may cost less than (9).

## A case solved in closed form

Let one coordinate change its stiffness from $k_0$ to $k_1>k_0$. Then $X=\tfrac12(k_1-k_0)x^2$ and $k=k_0+\lambda(k_1-k_0)$. The Gaussian moments $\langle x^2\rangle=kT/k$ and $\mathrm{Var}(x^2)=2(kT/k)^2$ give
$$\beta\sigma\,d\lambda=\frac{k_1-k_0}{\sqrt2\,k}\,d\lambda=\frac{dk}{\sqrt2\,k},\qquad L=\frac{1}{\sqrt2}\ln\frac{k_1}{k_0}. \tag{10}$$
Equal length means a geometric ladder of stiffnesses. A step with ratio $r$ has mean work $\tfrac12kT(r-1)$ and free-energy change $\tfrac12kT\ln r$, so it loses
$$w=\tfrac12kT(r-1-\ln r). \tag{11}$$
The product of the ratios is fixed, hence so is the sum of their logarithms. The sum of the ratios is least when all are equal, by the inequality of arithmetic and geometric means. In this model the equal-length ladder is therefore optimal at every $K$.

Two limits follow. As $k_0\to0$, $L$ diverges logarithmically: in this model, where the coordinate ranges over an unbounded line, a reference that does not confine it has no finite optimal cost, and $\sigma$ is no longer finite at $\lambda=0$. For $M$ independent identical coordinates the variances add, so $L$ grows as $\sqrt M$ and the leading-order loss as $M$.

## An anharmonic well in numbers

Take a soft harmonic reference with $k_0=1$ eV/Å$^2$ and a target with $k_1=20$ eV/Å$^2$ plus a quartic term $10x^4$ ($x$ in Å, energy in eV), at $kT=0.1$ eV. These are round model values for one coordinate. Then $X=9.5x^2+10x^4$. At $\lambda=0$, $\langle x^2\rangle=0.1$ Å$^2$ and $\langle x^4\rangle=0.03$ Å$^4$, so
$$\langle X\rangle_0=0.95+0.30=1.25\ \text{eV}.$$
At $\lambda=1$ the mean is 0.0469 eV. The standard deviation falls from 2.246 to 0.066 eV. Quadrature gives $\Delta F=0.1505$ eV (0.00553 hartree) and $L=2.220$. The harmonic part alone would give $\ln20/\sqrt2=2.118$.

The equal-length ladder for $K=8$ has its nodes at
$$\lambda=0,\ 0.017,\ 0.046,\ 0.091,\ 0.161,\ 0.265,\ 0.422,\ 0.654,\ 1 .$$
Half of the length lies below $\lambda=0.161$. The losses per step run from 0.00472 eV at the soft end to 0.00441 eV at the stiff end. With uniform steps the first one alone loses 0.0926 eV, about 85% of the uniform total. The totals are 0.0359 eV (0.00132 hartree) for equal length and 0.1086 eV for uniform $\lambda$, a factor of 3.0.

The stiff end can be compared with the harmonic model. Each step has $\ell=2.2196/8=0.2775$, so by (10) $\ln r=\sqrt2\,\ell=0.3924$. Equation (11) then gives
$$w=0.05\,(1.4805-1-0.3924)=0.0044\ \text{eV},$$
in agreement with the last step. The quartic term matters more at the soft end, where the coordinate makes larger excursions.

Eight steps are not yet in the asymptotic regime. Equation (9) gives $2.2196^2\times0.1/16=0.0308$ eV, and the actual loss is 16% above this value. The reverse switch loses 0.0267 eV, which is below it, as the discussion of finite $K$ allows. The round trip costs 0.0626 eV against the bound of 0.0616 eV. At $K=128$ the product $KW_{\rm diss}$ is 0.2486 eV, within 1% of its limit 0.2463 eV. For uniform steps (8) gives $(\langle X\rangle_0-\langle X\rangle_1)/2=0.6016$ eV, so the asymptotic penalty is a factor of 2.44.

Direct minimization of the eight-step loss over all interior nodes lowers it by about 0.04% relative to equal length. The optimal steps depart from equal length by up to 4.1% at $K=8$ and 2.9% at $K=16$. The departure shrinks, but by less than half on doubling $K$, and two values do not establish its law. The loss is flat near its minimum, so uneven steps of this size hardly matter.

The variance law was tested by random sampling with 200 windows of 4 independent samples, $N=800$. Equation (4) predicts a standard error of
$$\frac{kT\,L}{\sqrt N}=\frac{0.1\times2.2196}{28.28}=0.00785\ \text{eV},$$
and the spread of 4000 repetitions was 0.0079 eV. For uniform windows (5) predicts 0.0123 eV, and 0.0123 eV was found. With fine windows and equal samples per window, uniform spacing needs 2.44 times as many samples for the same error, the same factor as for the dissipation. Uniform windows with $n_k\propto\sigma_k$ avoid this penalty.

## What the two derivations assume

The common factor has a simple origin. In the first derivation let a fraction $ds$ of the samples fall in $d\lambda$. For fine windows (3) becomes
$$N\,\mathrm{Var}(\widehat{\Delta F})=\int_0^1\sigma^2\frac{d\lambda}{ds}\,d\lambda=\int_0^1\sigma^2\Big(\frac{d\lambda}{ds}\Big)^2ds ,$$
which is $2/\beta$ times the limit in (8). Both problems minimize one functional, although their ingredients differ.

The variance argument needs independent samples, a smooth $\sigma$ and the particular estimator $\sum_k\Delta_k\bar X_k$. It says nothing about other estimators built from the same data. It does not need neighbouring distributions to overlap, since each window is sampled on its own. The dissipation argument needs no estimator and no quadrature. It requires full re-equilibration after every switch and short steps, and it supplies the relative entropy and the round-trip bound.

They also respond differently to a smooth nonlinear coupling $U_\lambda$. In the first, (3) and (4) keep their form with $X$ replaced by $\partial_\lambda U$, but (5) does not, because it uses $F''=-\beta\sigma^2$. In the second, $F''=\langle\partial_\lambda^2U\rangle-\beta\sigma^2$, and the mean work of a step $\delta$ is $\delta\langle\partial_\lambda U\rangle+\tfrac12\delta^2\langle\partial_\lambda^2U\rangle$ to second order. Subtracting $\delta F'+\tfrac12\delta^2F''$ leaves $\tfrac12\beta\sigma^2\delta^2$ as before. The leading-order rule survives, but (7) and the round-trip bound, like (5), were derived for linear coupling.

Neither argument chooses the path. They place steps on a given one, and they show that its cost is proportional to $L^2$.

## When the variance alone is the wrong metric

Successive molecular-dynamics configurations are correlated. Let $C(t)$ be the equilibrium autocovariance of $X$ at fixed $\lambda$, and $\tau=\int_0^\infty C\,dt/\sigma^2$. A time average over a span $T_k$ long compared with the decay time of $C$ (which can far exceed $\tau$ when $C$ oscillates in sign) has variance
$$\frac{2}{T_k^2}\int_0^{T_k}(T_k-t)C(t)\,dt\simeq\frac{2\sigma^2\tau}{T_k}.$$
Thus $\sigma_k^2/n_k$ in (3) becomes $2\sigma_k^2\tau_k/T_k$, and the same inequality gives $T_k\propto\sigma_k\sqrt{\tau_k}\,\Delta_k$. The variance metric remains correct if $\tau$ is constant along the path.

Continuous slow driving leads to the same replacement. At a time $u$ before the present, the potential differed from the present one by $-\dot\lambda uX$. Linear response, with response function $-\beta\,dC/du$, gives the lag
$$\langle X\rangle_t-\langle X\rangle_\lambda=-\beta\dot\lambda\int_0^\infty u\frac{dC}{du}du=\beta\dot\lambda\int_0^\infty C\,du=\beta\sigma^2\tau\dot\lambda$$
after integration by parts. The power is $\dot\lambda\langle X\rangle_t$, so $W_{\rm diss}\simeq\beta\int\sigma^2\tau\dot\lambda^2dt$.

For the harmonic coordinate with overdamped friction $\gamma$, correlations of $x$ decay as $e^{-kt/\gamma}$. Those of $x^2$ decay as the square of this, so $\tau=\gamma/(2k)$. Then $\sigma\sqrt\tau\,d\lambda\propto k^{-3/2}dk$, and to leading order in slow driving the best schedule is linear in $k^{-1/2}$. This form belongs to the overdamped limit: with a mass $m$, $\tau=\gamma/(2k)+m/(2\gamma)$, which hardly depends on $k$ at weak friction. For $\gamma=1$ eV ps/Å$^2$, a duration of 400 ps and the stiffnesses above without the quartic term, the moment equation for $v=\langle x^2\rangle$ gives losses of $5.86\times10^{-4}$ eV for driving linear in $k$, $1.78\times10^{-4}$ eV for equal variance length and $1.51\times10^{-4}$ eV for the schedule linear in $k^{-1/2}$. Here the variance metric captures most of the gain over linear driving, yet costs 18% more than the schedule linear in $k^{-1/2}$.

The moment equation also shows how slow the driving must be. It reads $\dot v=2(kT-kv)/\gamma$, or $v=kT/k-\tau\dot v$. Inserting $\dot v\simeq-kT\,\dot k/k^2$ gives a lag of relative size $\tau\dot k/k$, which must be small. For driving linear in $k$ it is largest at the soft end, $0.5\times(19/400)/1=2.4\%$. The slow-driving formula gives $5.92\times10^{-4}$ eV for this schedule, and the loss from the moment equation lies 1.1% below it, the remainder of two corrections of that order: about $-4.8\%$ because the lag needs time to build up at the start, and $+3.6\%$ from the next order in $\dot k$.

In practice, short pilot runs at a few values of $\lambda$ supply $\sigma$ and a rough $\tau$. Integrating $\sigma\sqrt\tau$ between them gives the scale on which steps of equal simulation time should be evenly spaced. The pilot points must be dense where $\sigma$ varies fast; in the example that is close to the soft reference. The full figures are in the numerical output below.

## Numbers as computed

```
kT = 0.100 eV; quartic coefficient = 10.0 eV/A^4
k_soft = 1.0, k_stiff = 20.0 eV/A^2
free-energy difference = 0.15051 eV = 0.005531 hartree
mean X at lam=0: 1.2500 eV; at lam=1: 0.0469 eV
sigma at lam=0: 2.2461 eV; at lam=1: 0.0664 eV
thermodynamic length L = 2.2196 (dimensionless)
harmonic-only length = 2.1183 (dimensionless)
one step lam 0.1 to 0.3: loss = 0.023222 eV, integral form = 0.023222 eV
Equal-length ladder, K = 8: lam_start, lam_end, sigma_start/eV, loss/eV
  0.00000  0.01706  2.2461  0.004721
  0.01706  0.04577  1.2477  0.004548
  0.04577  0.09108  0.7707  0.004480
  0.09108  0.16050  0.4967  0.004445
  0.16050  0.26516  0.3272  0.004427
  0.26516  0.42163  0.2180  0.004417
  0.42163  0.65444  0.1462  0.004411
  0.65444  1.00000  0.0984  0.004409
Uniform ladder, K = 8: loss per step (eV)
  0.09258 0.00833 0.00323 0.00173 0.00108 0.00074 0.00053 0.00041
K=8 total loss, equal length: 0.035858 eV = 0.0013178 hartree
K=8 total loss, uniform lam: 0.108614 eV
K=8 total loss, direct minimum: 0.035842 eV
K=8 leading-order value L^2 kT/(2K): 0.030791 eV
K=8 reverse loss, equal length: 0.026743 eV
K=8 round trip: 0.062601 eV; bound L^2 kT/K: 0.061583 eV
largest length deviation of optimal steps: K=8 4.11 %, K=16 2.89 %
K*loss, equal length: K=16 0.26546 eV, K=128 0.24861 eV
K*loss limits: equal length 0.24633 eV, uniform 0.60156 eV
uniform/equal-length limit ratio = 2.4421
loss/(beta Var W/2) at K=512: 0.9954
integration: 200 windows, 4 samples each, N = 800, 4000 repeats
std error, equal length: sampled 0.007907 eV, formula 0.007847 eV
std error, uniform lam: sampled 0.012251 eV, formula 0.012263 eV
correlated-average variance, sampled/formula: k=1 1.026, k=4 0.988
harmonic driving: friction 1.0 eV ps/A^2, duration 400 ps
  linear in k: loss 5.8552e-04 eV, slow-driving formula 5.9227e-04 eV
  equal variance length: loss 1.7787e-04 eV, slow-driving formula 1.7787e-04 eV
  equal friction length: loss 1.5078e-04 eV, slow-driving formula 1.5070e-04 eV
```
